\section*{One-percent accuracy of the WKB exponential for an inverted parabolic barrier}

An electron meets a parabolic barrier whose top lies 0.8 eV above its energy and which is 8 angstrom wide at that energy. The simple WKB exponential gives a transmission of $3.157\times10^{-3}$, while the exact value is $3.147\times10^{-3}$. The exponential is too large by 0.316 percent of the exact value, and 0.316 percent is also the WKB transmission itself. This equality holds at every energy, and it fixes how deep below the top the exponential can be trusted.

\section{The barrier and its natural scale}

Atomic units are used in the algebra, so $\hbar=1$, and $m$ is a constant mass. The motion is one-dimensional and elastic, in the potential
\begin{equation}
V(x)=V_0-\tfrac12 m\omega^2x^2 .
\end{equation}
The energy $E$ lies a depth $\Delta=V_0-E$ below the top, and $\varepsilon=\Delta/\omega$. Put $x=y/\sqrt{m\omega}$ and let $p=-i\,d/dy$, so that the momentum along $x$ is $\sqrt{m\omega}\,p$. Subtracting $V_0$ from the Hamiltonian and dividing by $\omega$ gives
\begin{equation}
H=\tfrac12(p^2-y^2),\qquad H\psi=-\varepsilon\psi .
\label{H}
\end{equation}
The number $\varepsilon$ is the only parameter left.

\section{Leading order: the exponential}

Under the barrier the WKB amplitude decays at the rate $\kappa=\sqrt{2m(V-E)}$. Here $V-E=\omega(\varepsilon-y^2/2)$, so $\kappa\,dx=\sqrt{2\varepsilon-y^2}\,dy$. The probability is the square of the amplitude, which doubles the exponent:
\begin{equation}
2\int\kappa\,dx=2\int_{-\sqrt{2\varepsilon}}^{\sqrt{2\varepsilon}}\sqrt{2\varepsilon-y^2}\,dy
=2\cdot\frac{\pi}{2}(2\varepsilon)=2\pi\varepsilon .
\end{equation}
The integral is the area of a half disc of radius $\sqrt{2\varepsilon}$. The simple WKB transmission is therefore
\begin{equation}
W=e^{-2\pi\varepsilon}.
\end{equation}

\section{The exact transmission}

Define
\begin{equation}
u=\frac{y+p}{\sqrt2},\qquad v=\frac{p-y}{\sqrt2}.
\end{equation}
From $[y,p]=i$ follows $[u,v]=\tfrac12([y,p]-[p,y])=i$. Multiplying out,
\begin{equation}
uv=\tfrac12(yp-y^2+p^2-py),\qquad vu=\tfrac12(py-y^2+p^2-yp),
\end{equation}
so $H=\tfrac12(uv+vu)$. With time in units of $1/\omega$, the equations of motion are $\dot u=u$ and $\dot v=-v$. In the far past $v$ dominates, and $y\approx-v/\sqrt2$, $p\approx v/\sqrt2$: positive $v$ means arrival from the left. In the far future $u$ dominates, and $y\approx p\approx u/\sqrt2$: positive $u$ means departure to the right, negative $u$ departure to the left.

\paragraph{Incoming wave.} As a function of $v$, the operator $u$ is $i\,d/dv$, and $H=i(v\,d/dv+\tfrac12)$. The eigenvalue equation becomes
\begin{equation}
v\frac{d\phi}{dv}=\left(-\tfrac12+i\varepsilon\right)\phi .
\end{equation}
Incidence from the left alone selects $\phi=v^{-1/2+i\varepsilon}$ for $v>0$ and zero for $v<0$.

\paragraph{Outgoing waves.} The eigenfunctions of $v=-i\,d/du$ are $e^{iuv}/\sqrt{2\pi}$. The same state as a function of $u$ is thus
\begin{equation}
\tilde\phi(u)=\lim_{\eta\to0^+}\int_0^\infty\frac{dv}{\sqrt{2\pi}}\,v^{-1/2+i\varepsilon}e^{-(\eta-iu)v}
=\lim_{\eta\to0^+}\frac{\Gamma(s)}{\sqrt{2\pi}}(\eta-iu)^{-s},\quad s=\tfrac12+i\varepsilon .
\label{gamma}
\end{equation}
This is the gamma integral $\int_0^\infty v^{s-1}e^{-zv}dv=\Gamma(s)z^{-s}$. It follows for $z>0$ by rescaling $v$, and for $\mathrm{Re}\,z>0$ by analytic continuation. As $\eta\to0$, $z=\eta-iu$ tends to $|u|e^{i\theta}$ with $\theta=-\pi/2$ for $u>0$ and $\theta=+\pi/2$ for $u<0$. Since $|z^{-s}|=|u|^{-1/2}e^{\varepsilon\theta}$,
\begin{equation}
\tilde\phi(u)=c_\pm|u|^{-1/2-i\varepsilon},\qquad
|c_\pm|^2=\frac{|\Gamma(\frac12+i\varepsilon)|^2}{2\pi}\,e^{\mp\pi\varepsilon},
\label{c}
\end{equation}
with the upper sign for $u>0$.

\paragraph{From amplitudes to probabilities.} Superpose energies with weight $g(\varepsilon)$ to form a packet. In the variable $\ln v$ its incoming norm is, by Parseval's theorem, $2\pi\int|g|^2d\varepsilon$. In $\ln u$ the part with $u>0$ has norm $2\pi\int|g|^2|c_+|^2d\varepsilon$. The time evolution $\tilde\phi(u,t)=e^{-t/2}\tilde\phi(ue^{-t},0)$ only stretches the $u$ axis, so this part keeps its norm and ends on the right. For a narrow packet the transmission is $T=|c_+|^2$, and likewise the reflection is $R=|c_-|^2$.

The reflection formula $\Gamma(s)\Gamma(1-s)=\pi/\sin\pi s$ at $s=\frac12+i\varepsilon$, where $1-s$ is the complex conjugate of $s$, gives $|\Gamma(\frac12+i\varepsilon)|^2=\pi/\cosh\pi\varepsilon$. Hence $T+R=1$ and
\begin{equation}
T=\frac{e^{-\pi\varepsilon}}{e^{\pi\varepsilon}+e^{-\pi\varepsilon}}=\frac{1}{1+e^{2\pi\varepsilon}},\qquad \frac{T}{R}=e^{-2\pi\varepsilon}=W .
\label{T}
\end{equation}
Direct integration of the wave equation at $\varepsilon=-0.3$, 0, 0.4, 0.73 and 1.2 agrees with this $T$ to a relative $1.1\times10^{-8}$.

\section{The first correction and the threshold}

For the parabola the exponential is the ratio of transmitted to reflected flux. Using it as the transmission means setting $R=1$, as if the reflected wave lost nothing. Therefore
\begin{equation}
\frac{W}{T}-1=\frac1R-1=\frac{1-R}{R}=\frac TR=W ,
\label{excess}
\end{equation}
which is the equality seen at the start. Below the top $W<1$, and
\begin{equation}
T=\frac{W}{1+W}=W-W^2+W^3-\dots
\end{equation}
The leading term overestimates $T$ by less than one percent of $T$ if and only if $e^{-2\pi\varepsilon}<1/100$, that is
\begin{equation}
\varepsilon>\frac{\ln100}{2\pi}=0.7329 .
\label{threshold}
\end{equation}
Rounding this number down to 0.73 falls just short: there the overestimate is 1.019 percent, while at 0.74 it is 0.957 percent. If the error is divided by $W$ instead of $T$, it equals $1-T/W=T$, and the threshold moves to $\ln99/(2\pi)=0.7313$.

Keeping the first correction, $T\approx W(1-W)$, leaves
\begin{equation}
T-W(1-W)=\frac{W-W(1-W^2)}{1+W}=\frac{W^3}{1+W}=W^2T .
\end{equation}
The two-term form is too small by the fraction $W^2$. One-percent accuracy then needs only $W<1/10$, which is half the depth, $\varepsilon>\ln10/(2\pi)=0.3665$.

At the top, $\varepsilon=0$, the exponential gives 1 and the exact result is $1/2$, an overestimate of 100 percent. Above the top $W$ exceeds 1 and is no longer a probability, while $T$ tends to 1.

\section{Numbers for a filament constriction}

In the quantum point-contact picture of a filamentary oxide memory cell, the high-resistance state has a constriction whose lowest transverse mode forms a barrier. Let its height above the Fermi level be $\Phi$ and its width there $t$. The parabola reaches the Fermi level at $x=t/2$, so $\Phi=\frac12m\omega^2(t/2)^2$ and
\begin{equation}
\omega=\frac2t\sqrt{\frac{2\Phi}{m}},\qquad
2\pi\frac{\Phi}{\omega}=\pi t\sqrt{\frac{m\Phi}{2}} .
\end{equation}
Requiring the exponent to exceed $\ln100$ gives a least width at fixed height and mass:
\begin{equation}
t>\frac{\ln100}{\pi}\sqrt{\frac{2}{m\Phi}} .
\label{width}
\end{equation}
Take $\Phi=0.8$ eV, $t=8$ angstrom and the free-electron mass. With $\hbar$ restored, $\hbar\omega=(2\hbar/t)\sqrt{2\Phi/m}=0.873$ eV, and
\begin{align}
\varepsilon&=0.8/0.8729=0.9165, & 2\pi\varepsilon&=5.758,\\
W&=e^{-5.758}=3.157\times10^{-3}, & T&=\frac{W}{1+W}=3.147\times10^{-3}.
\end{align}
The threshold depth at this $\hbar\omega$ is $0.7329\times0.8729=0.640$ eV, so the Fermi level is deep enough. At fixed height, the least width from (\ref{width}) is 6.40 angstrom (0.640 nm). One spin-degenerate channel has the low-bias, zero-temperature resistance $h/(2e^2T)=4.1$ Mohm.

\section{Temperature moves the threshold}

The linear conductance averages $T$ over the derivative of the Fermi function. At an energy $\xi k_BT_e$ above the Fermi level, where $T_e$ is the temperature, $W$ grows by $e^{a\xi}$ with $a=2\pi k_BT_e/(\hbar\omega)$. With $q=1/(1+e^{-\xi})$, for which $dq=d\xi/[4\cosh^2(\xi/2)]$ and $e^\xi=q/(1-q)$, the average is
\begin{equation}
F(a)=\int_0^1q^a(1-q)^{-a}dq=\Gamma(1+a)\Gamma(1-a)=\frac{\pi a}{\sin\pi a},\qquad a<1 .
\end{equation}
At 300 K, $a=2\pi\times0.02585/0.8729=0.186$ and $F(a)=1.06$; the exact conductance rises by 5.9 percent. The first correction $W^2$, whose average is finite only for $2a<1$, is averaged with $F(2a)=1.27$, so to leading order the overestimate becomes $W\,F(2a)/F(a)\approx1.20\,W$. The full average confirms this: 1.20 percent at the zero-temperature threshold. The one-percent depth moves to $0.762\,\hbar\omega$, or 0.665 eV.

\section{How far the rule reaches in a real cell}

The parameters above are illustrative and not fitted to a measured cell, and the resistance they give depends exponentially on the barrier's height and width. The other neglected effects, sized for the same cell, are as follows.

\begin{itemize}
\item A read bias of 0.1 V, a mean field of 1.25 MV/cm, raises the conductance, taken as current divided by voltage, by 1.6 percent at zero temperature. This includes the energy window and the small rise of the barrier top, and it assumes that the bias drops equally on the two sides of the top. An unequal drop acts already in first order: with the whole window above the equilibrium Fermi level the conductance rises by 45 percent, and with the whole window below it the conductance falls by 29 percent.
\item A mass of one half, at the same height and width, raises $\omega$ by $\sqrt2$. Then $\varepsilon=0.648$ and the overestimate is 1.7 percent: the criterion fails.
\item An electron midway between flat conducting plates has image charges of alternating sign at distances $nt$ on both sides. The electron's potential energy in the field of these charges is $-2\ln2/(\epsilon_rt)$. The image energy is half of that, because the image charges build up in proportion to the electron's own charge. For $\epsilon_r=5$ this lowers the middle of the barrier by 0.25 eV. If the whole barrier is lowered by this amount at fixed $\hbar\omega$, the transmission grows 5.9 times and $\varepsilon$ falls to 0.63, below the threshold. The lowering is in fact stronger toward the plates, which also narrows the barrier; with the full classical image profile the WKB exponential grows about 15 times. This is only a rough figure, because the classical image potential diverges at the plates and makes the barrier sides too steep for WKB. The height $\Phi$ and the width $t$ must therefore be effective values, with image lowering already included.
\item In a round harmonic constriction between wide leads, the barrier is the transverse zero-point energy. With the lead band bottom 3 eV below the Fermi level, this energy is 3.8 eV at the narrowest point. The next two modes have twice the transverse energy, so their barrier top lies 4.6 eV above the Fermi level and their $\omega$ is larger by $\sqrt2$. With parabolic barriers they would together carry $4\times10^{-8}$ of the first mode's transmission. So far below the top this figure depends strongly on the shape: for $1/\cosh^2$ barriers of the same heights and top curvatures it is about $3\times10^{-10}$. Either way these modes are negligible here.
\end{itemize}

The rule also depends on the shape of the barrier. A real barrier levels off in the leads, whereas the parabola falls without end. For a barrier $\propto1/\cosh^2$ with the same top curvature and a total height of 3.8 eV above the lead band bottom, numerical integration shows that the WKB exponential, computed with that barrier's own action, is 8.4 percent too small at 0.8 eV depth and 8.6 percent too small at 1.6 eV. Setting $R=1$ can only make the estimate too large, so this error has another source: here $T/R$ is no longer equal to the exponential. Going deeper did not remove it.

Condition (\ref{threshold}) is thus a statement about the parabola at a single energy. In a fitted point-contact model that assumes a parabola, it tells when the denominator $1+W$ may be dropped from the transmission at one energy. A current that averages over energies, through temperature or through a bias that drops equally on both sides, needs a somewhat greater depth. An unequal drop can move the threshold either way: at 0.1 V in the example it lies between 0.60 and 0.70 eV. Nor does the condition promise one-percent accuracy for the current through a real filament: in the example above, lowering the effective height by 0.1 eV at fixed width raises the transmission by 45 percent, and raising it by 0.1 eV lowers the transmission by 29 percent. The numerical output that follows lists most of the values behind these estimates.

\section*{Computed results}
\begin{verbatim}
GENERAL RESULT (depth in units of hbar omega)
threshold, ln(100)/(2 pi): 0.73294
threshold from wave equation: 0.73294
threshold if error is divided by WKB: 0.73134
overestimate at 0.73: 1.0186 %
overestimate at 0.74: 0.9566 %
largest relative error, formula vs numeric: 1.1e-08
relative shift on moving the edge 12 to 16: 8.4e-09
EXAMPLE INPUTS (rough typical values)
barrier height above Fermi level: 0.80 eV
barrier width at Fermi level: 8.00 angstrom
mass: 1.00 electron masses
temperature: 300 K
read bias: 0.10 V
lead band bottom below Fermi level: 3.00 eV
relative permittivity for images: 5.0
EXAMPLE RESULTS
hbar omega: 0.8729 eV
depth / hbar omega: 0.9165
WKB exponent by quadrature: 5.7583
exact transmission: 3.14658e-03
WKB transmission: 3.15651e-03
WKB overestimate: 0.316 %
one-channel resistance: 4.102 Mohm
threshold depth at this hbar omega: 0.6398 eV
threshold width at this height: 6.398 angstrom
the same threshold width: 0.6398 nm
NEGLECTED EFFECTS
thermal energy kT: 0.02585 eV
thermal change of conductance: +5.87 %
thermal WKB overestimate: 0.378 %
thermal overestimate at cold threshold: 1.197 %
threshold depth with temperature: 0.6648 eV
thermal threshold / hbar omega: 0.7616
mean read field: 1.250 MV/cm
rise of barrier top in that field: 7.81e-04 eV
bias change of conductance: +1.58 %
lighter mass: 0.50 electron masses
lighter mass, depth / hbar omega: 0.6480
lighter mass, WKB overestimate: 1.705 %
image lowering, flat plates: 0.250 eV
transmission factor if lowered so: 5.93
depth / hbar omega if lowered so: 0.6306
share of next two modes: 4.3e-08
1/cosh^2 barrier, WKB error at 0.8 eV depth: -8.41 %
1/cosh^2 barrier, WKB error at 1.6 eV depth: -8.63 %
\end{verbatim}
